**Number-projected BCS state and exact diagonalization for four levels**

The program tests that the $N$-particle part of a BCS state with amplitudes $u_k\neq0$ and $v_k$ is $(\prod_k u_k)(\sum_k g_kP_k^\dagger)^{N/2}|0\rangle/(N/2)!$, where $g_k=v_k/u_k$ and $P_k^\dagger$ creates a pair in level $k$. It builds the fermion operators in the full 256-dimensional Fock space and asserts this identity, the norm and the projected-energy formula for every even $N$, using one generic set of amplitudes. It also asserts that direct minimization reproduces the solution of the gap equations at four couplings $G$ above the threshold and the Fermi sea at one coupling below it, and that pairing is absent just below and present just above the predicted threshold. The lowest energy of the six-state pair matrix is compared with diagonalization of all 70 four-electron states. At $G=0.8d$, with $d$ the level spacing, the output gives $-5.795d$ for BCS, $-6.345d$ for projection after variation, $-6.561d$ for variation after projection and $-6.566d$ for the exact ground state. The products $C_{12}C_{34}$, $C_{13}C_{24}$ and $C_{14}C_{23}$ of exact pair amplitudes differ, so the exact state is not a power of one pair operator.

## Check in Python

```python
"""
Number projection of a BCS state for four doubly degenerate levels.
Result under test: the N = 2M particle part of prod_k (u_k + v_k P_k^+)|0>,
extracted by a phase integral, equals
    (prod_k u_k) (sum_k g_k P_k^+)^M |0> / M!,   g_k = v_k / u_k  (u_k nonzero).
Hamiltonian: H = sum_k eps_k n_k - G sum_kl P_k^+ P_l, where P_k^+ creates a
pair in level k and n_k counts both electrons of level k.
Energies are in units of the level spacing d. PAV: projection of the BCS
minimum. VAP: minimization of the projected energy over the amplitudes g_k.
"""
from itertools import combinations
from math import factorial, sqrt
import numpy as np
from scipy.optimize import brentq, minimize

eps = np.array([-1.5, -0.5, 0.5, 1.5])
L = len(eps)
DIM = 4**L

# Fermion operators in the full Fock space, with Jordan-Wigner signs
def creator(mode):
    out = np.eye(1)
    for j in range(2 * L):
        if j < mode:
            factor = np.diag([1.0, -1.0])
        elif j == mode:
            factor = np.array([[0.0, 0.0], [1.0, 0.0]])
        else:
            factor = np.eye(2)
        out = np.kron(out, factor)
    return out

cdag = [creator(j) for j in range(2 * L)]
pair = [cdag[2 * k] @ cdag[2 * k + 1] for k in range(L)]
level_number = [cdag[2*k] @ cdag[2*k].T + cdag[2*k+1] @ cdag[2*k+1].T
                for k in range(L)]
number_diag = np.diag(sum(level_number))
H_one = sum(e * n for e, n in zip(eps, level_number))
pair_sum = sum(pair)
H_pair = pair_sum @ pair_sum.T
vacuum = np.zeros(DIM)
vacuum[0] = 1.0

def hamiltonian(G):
    return H_one - G * H_pair

def bcs_vector(u, v, phase=None):
    vec = vacuum.copy()
    z = 1.0 if phase is None else np.exp(1j * phase)
    for k in range(L):
        vec = u[k] * vec + z * v[k] * (pair[k] @ vec)
    return vec

def phase_project(u, v, M, points=16):
    phases = 2 * np.pi * np.arange(points) / points
    return sum(np.exp(-1j * M * p) * bcs_vector(u, v, p)
               for p in phases) / points

def pair_power(g, M):
    gamma = sum(gk * pk for gk, pk in zip(g, pair))
    vec = vacuum.copy()
    for _ in range(M):
        vec = gamma @ vec
    return vec / factorial(M)

def mean(H, vec):
    return np.vdot(vec, H @ vec).real / np.vdot(vec, vec).real

# Derived formulas
def esym(m, x):
    if m < 0 or m > len(x):
        return 0.0
    return float(np.poly(-np.asarray(x))[m])

def projected_energy(g, M, G):
    x = np.asarray(g)**2
    total = 0.0
    for k in range(L):
        total += (2*eps[k] - G) * x[k] * esym(M - 1, np.delete(x, k))
        for l in range(L):
            if l != k:
                rest = np.delete(x, [k, l])
                total -= G * g[k] * g[l] * esym(M - 1, rest)
    return total / esym(M, x)

G_c = (sqrt(13) - 2) / 3

def gap_solution(G):
    """Return gap, u, v, quasiparticle energies at mean N = 4."""
    if G <= G_c:
        return 0.0, np.array([0., 0., 1., 1.]), np.array([1., 1., 0., 0.]), None
    def xi_of(e, gap):
        f = lambda x: x * (1 - G / (2 * np.hypot(x, gap))) - e
        return brentq(f, 0.0, e + G, xtol=1e-14)
    def residual(gap):
        return 1 - G * sum(1 / np.hypot(xi_of(e, gap), gap) for e in eps[2:])
    gap = brentq(residual, 1e-6, 4 * G, xtol=1e-13)
    xi = np.array([np.sign(e) * xi_of(abs(e), gap) for e in eps])
    E = np.hypot(xi, gap)
    return gap, np.sqrt((1 + xi/E) / 2), np.sqrt((1 - xi/E) / 2), E

def bcs_energy(u, v, G):
    return np.sum(2*eps*v**2) - G*np.sum(v**4) - G*np.sum(u*v)**2

def direct_bcs_minimum(G):
    """Minimize <H - mu N> over angles in Fock space, mu = -G/2."""
    mu = -G / 2
    K = hamiltonian(G) - mu * np.diag(number_diag)
    def omega(t):
        vec = bcs_vector(np.cos(t), np.sin(t))
        return vec @ (K @ vec)
    runs = [minimize(omega, s, method="BFGS", options={"gtol": 1e-7})
            for s in ([1.2, 1.0, 0.6, 0.3], [1.0, 0.7, 0.9, 0.2])]
    best = min(runs, key=lambda r: r.fun)
    vec = bcs_vector(np.cos(best.x), np.sin(best.x))
    return best.fun + 4 * mu, vec @ (number_diag * vec)

def vap_minimum(G):
    f = lambda y: projected_energy(np.exp(np.append(y, 0.0)), 2, G)
    runs = [minimize(f, s, method="BFGS", options={"gtol": 1e-8})
            for s in ([2.0, 1.5, 0.5], [0.6, 0.4, 0.2])]
    assert abs(runs[0].fun - runs[1].fun) < 1e-8
    best = min(runs, key=lambda r: r.fun)
    g = np.exp(np.append(best.x, 0.0))
    return best.fun, g / sqrt(g[0] * g[3])

configs = list(combinations(range(L), 2))
four = np.where(np.abs(number_diag - 4) < 1e-9)[0]

def exact_pair_problem(G):
    h = np.zeros((6, 6))
    for i, a in enumerate(configs):
        for j, b in enumerate(configs):
            shared = len(set(a) & set(b))
            if i == j:
                h[i, j] = 2 * (eps[a[0]] + eps[a[1]]) - 2 * G
            elif shared == 1:
                h[i, j] = -G
    w, c = np.linalg.eigh(h)
    return w[0], c[:, 0] * np.sign(c[0, 0])

# Test projection, norms and energies for generic amplitudes, every N
rng = np.random.default_rng(4)
angles = rng.uniform(0.2, 1.3, L)
ut, vt = np.cos(angles), np.sin(angles)
gt = vt / ut
for M in range(L + 1):
    projected = phase_project(ut, vt, M)
    assert np.allclose(projected, np.prod(ut) * pair_power(gt, M), atol=1e-12)
    weight = np.prod(ut**2) * esym(M, gt**2)
    assert abs(np.vdot(projected, projected).real - weight) < 1e-12
    assert abs(mean(hamiltonian(0.7), projected)
               - projected_energy(gt, M, 0.7)) < 1e-10
reference = phase_project(ut, vt, 2)
error3 = np.linalg.norm(phase_project(ut, vt, 2, 3) - reference)
error2 = np.linalg.norm(phase_project(ut, vt, 2, 2) - reference)
assert error3 < 1e-12 and error2 > 1e-3
assert abs(projected_energy(3.7*gt, 2, 0.7)
           - projected_energy(gt, 2, 0.7)) < 1e-10

# Test the pairing threshold by direct minimization on both sides
for trial_G, paired in ((G_c - 0.025, False), (G_c + 0.025, True)):
    energy, _ = direct_bcs_minimum(trial_G)
    gain = (-4 - 2 * trial_G) - energy
    assert (gain > 1e-6) if paired else (abs(gain) < 1e-8)

# Compare the four energies over a range of couplings
table = []
for G in (0.4, 0.6, 0.8, 1.2, 2.0):
    H = hamiltonian(G)
    gap, u, v, _ = gap_solution(G)
    e_bcs = bcs_energy(u, v, G)
    assert abs(e_bcs - mean(H, bcs_vector(u, v))) < 1e-10
    e_direct, n_direct = direct_bcs_minimum(G)
    assert abs(e_direct - e_bcs) < 1e-7 and abs(n_direct - 4) < 1e-4
    e_pav = mean(H, phase_project(u, v, 2))
    e_vap, g_vap = vap_minimum(G)
    assert abs(e_vap - mean(H, pair_power(g_vap, 2))) < 1e-9
    e_exact, _ = exact_pair_problem(G)
    e_fock = np.linalg.eigvalsh(H[np.ix_(four, four)])[0]
    assert abs(e_exact - e_fock) < 1e-10
    assert e_exact + 1e-8 < e_vap <= e_pav + 1e-9
    assert e_pav <= e_bcs + 1e-9
    table.append((G, gap, e_bcs, e_pav, e_vap, e_exact))

# Worked example
G = 0.8
mu = -G / 2
H = hamiltonian(G)
gap, u, v, E = gap_solution(G)
g = v / u
e_bcs = bcs_energy(u, v, G)
probabilities = [np.prod(u**2) * esym(M, g**2) for M in range(L + 1)]
sector = [projected_energy(g, M, G) for M in range(L + 1)]
shifted = [sector[M] - mu * (2*M - 4) for M in range(L + 1)]
variance = sum(p * (2*M - 4)**2 for M, p in enumerate(probabilities))
assert abs(sum(probabilities) - 1) < 1e-12
assert abs(np.dot(probabilities, sector) - e_bcs) < 1e-10
assert abs(variance - 4*np.sum(u**2 * v**2)) < 1e-10
assert all(shifted[M] > shifted[2] for M in (0, 1, 3, 4))
e_vap, g_vap = vap_minimum(G)
for _ in range(50):
    nearby = g_vap * np.exp(0.05 * rng.normal(size=L))
    assert mean(H, pair_power(nearby, 2)) > e_vap - 1e-9
e_exact, C = exact_pair_problem(G)
assert np.all(C > 0)
exact_vec = sum(c * (pair[a] @ pair[b] @ vacuum)
                for c, (a, b) in zip(C, configs))
assert np.linalg.norm(H @ exact_vec - e_exact * exact_vec) < 1e-10

def overlap(vec):
    return abs(np.vdot(exact_vec, vec))**2 / np.vdot(vec, vec).real

amp = dict(zip(configs, C))
products = [amp[0, 1]*amp[2, 3], amp[0, 2]*amp[1, 3], amp[0, 3]*amp[1, 2]]
assert max(products) - min(products) > 1e-3
e_sea = 2 * (eps[0] + eps[1]) - 2 * G

print("Energies in units of d; other quantities dimensionless")
print(f"threshold coupling G_c = {G_c:.6f} d")
print(f"worked example: G = {G:.1f} d, mu = {mu:.1f} d, N = 4")
print(f"gap Delta = {gap:.6f} d")
for k in range(L):
    print(f"level {k+1}: eps = {eps[k]:+.1f} d, E_k = {E[k]:.6f} d, "
          f"u = {u[k]:.6f}, v = {v[k]:.6f}")
    print(f"  v^2 = {v[k]**2:.6f}, g BCS = {g[k]:.6f}, "
          f"g VAP = {g_vap[k]:.6f}")
print(f"product of u_k = {np.prod(u):.6f}")
print(f"e_2(g^2) = {esym(2, g**2):.6f}")
for M in range(L + 1):
    print(f"N = {2*M}: p_N = {probabilities[M]:.6f}, E_N = {sector[M]:.6f} d, "
          f"E_N - mu(N-4) = {shifted[M]:.6f} d")
print(f"number variance in BCS state = {variance:.6f}")
print(f"Fermi-sea energy = {e_sea:.6f} d")
for label, energy in (("BCS", e_bcs), ("PAV", sector[2]),
                      ("VAP", e_vap), ("exact", e_exact)):
    fraction = 100 * (e_sea - energy) / (e_sea - e_exact)
    print(f"{label}: energy = {energy:.6f} d, error = {energy-e_exact:.6f} d, "
          f"correlation = {fraction:.2f} %")
print(f"squared overlap with exact: PAV = {overlap(pair_power(g, 2)):.6f}, "
      f"VAP = {overlap(pair_power(g_vap, 2)):.6f}")
print("exact amplitudes: " + ", ".join(
    f"C{a+1}{b+1} = {c:.6f}" for (a, b), c in amp.items()))
print(f"C12*C34 = {products[0]:.6f}, C13*C24 = {products[1]:.6f}, "
      f"C14*C23 = {products[2]:.6f}")
print(f"phase-sum error for N = 4, generic test state: "
      f"3 phases {error3:.1e}, 2 phases {error2:.6f}")
print("scan, all in d: G, Delta, E_BCS, E_PAV, E_VAP, E_exact")
for row in table:
    print(f"{row[0]:.1f}  " + "  ".join(f"{x:.6f}" for x in row[1:]))
print("success")
```

It prints:

```
Energies in units of d; other quantities dimensionless
threshold coupling G_c = 0.535184 d
worked example: G = 0.8 d, mu = -0.4 d, N = 4
gap Delta = 1.056084 d
level 1: eps = -1.5 d, E_k = 2.127832 d, u = 0.256768, v = 0.966473
  v^2 = 0.934070, g BCS = 3.763987, g VAP = 2.293073
level 2: eps = -0.5 d, E_k = 1.281989 d, u = 0.465349, v = 0.885127
  v^2 = 0.783450, g BCS = 1.902072, g VAP = 1.491602
level 3: eps = +0.5 d, E_k = 1.281989 d, u = 0.885127, v = 0.465349
  v^2 = 0.216550, g BCS = 0.525742, g VAP = 0.670420
level 4: eps = +1.5 d, E_k = 2.127832 d, u = 0.966473, v = 0.256768
  v^2 = 0.065930, g BCS = 0.265676, g VAP = 0.436096
product of u_k = 0.102215
e_2(g^2) = 57.447511
N = 0: p_N = 0.010448, E_N = 0.000000 d, E_N - mu(N-4) = -1.600000 d
N = 2: p_N = 0.189447, E_N = -4.356370 d, E_N - mu(N-4) = -5.156370 d
N = 4: p_N = 0.600209, E_N = -6.344996 d, E_N - mu(N-4) = -6.344996 d
N = 6: p_N = 0.189447, E_N = -5.956370 d, E_N - mu(N-4) = -5.156370 d
N = 8: p_N = 0.010448, E_N = -3.200000 d, E_N - mu(N-4) = -1.600000 d
number variance in BCS state = 1.849913
Fermi-sea energy = -5.600000 d
BCS: energy = -5.795481 d, error = 0.770179 d, correlation = 20.24 %
PAV: energy = -6.344996 d, error = 0.220664 d, correlation = 77.15 %
VAP: energy = -6.561252 d, error = 0.004408 d, correlation = 99.54 %
exact: energy = -6.565660 d, error = 0.000000 d, correlation = 100.00 %
squared overlap with exact: PAV = 0.939820, VAP = 0.999500
exact amplitudes: C12 = 0.841869, C13 = 0.379663, C14 = 0.237447, C23 = 0.237447, C24 = 0.161643, C34 = 0.090675
C12*C34 = 0.076336, C13*C24 = 0.061370, C14*C23 = 0.056381
phase-sum error for N = 4, generic test state: 3 phases 1.6e-16, 2 phases 0.189802
scan, all in d: G, Delta, E_BCS, E_PAV, E_VAP, E_exact
0.4  0.000000  -4.800000  -4.800000  -5.025204  -5.026448
0.6  0.467159  -5.214783  -5.386000  -5.732504  -5.735496
0.8  1.056084  -5.795481  -6.344996  -6.561252  -6.565660
1.2  1.999722  -7.288840  -8.343905  -8.476598  -8.481177
2.0  3.738068  -10.809783  -12.720980  -12.805858  -12.808094
success
```
